# Pinch-off and saddle barriers beneath a sinusoidal Schottky contact: test program

```python
# RESULT UNDER TEST
# Band edge below a sinusoidal metal-semiconductor barrier in a uniform field:
#   U(x,z) = Phi0 - F z + D cos(q x) exp(-q z),  z = depth from the metal.
# Trough is pinched off if q D > F; then the saddle lies at
#   z_s = ln(q D/F)/q  with height  Phi0 - (F/q) (1 + ln(q D/F)).
# Otherwise the trough barrier is the interface value Phi0 - D.
# Units: eV, nm, V. F = field times e (eV/nm), q = 2 pi/period,
# N = donor density (nm^-3), W = depletion width, eps in e/(V nm).
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.integrate import quad
from scipy.ndimage import label
from scipy.optimize import minimize_scalar
from scipy.sparse.linalg import spsolve
from scipy.special import expit

# ---------- inputs (rough typical values for a silicide on n-Si) ----------
Phi0, D, period = 0.65, 0.10, 60.0
donors_cm3, T, eps_r = 1e16, 300.0, 11.7
m_t, m_l, gap, Nv_cm3 = 0.19, 0.98, 1.12, 2.7e19
breakdown_MVcm = 0.3

kT = const.k * T / const.e
eps = eps_r * const.epsilon_0 * 1e-9 / const.e
coulomb = 1 / (4 * np.pi * eps)               # e^2/(4 pi eps), eV nm
hbar2_m0 = const.hbar**2 / const.m_e / const.e * 1e18   # eV nm^2
N = donors_cm3 * 1e-21
q = 2 * np.pi / period
m_dos = (m_l * m_t**2) ** (1 / 3)
Nc = 12 * (m_dos * kT / (2 * np.pi * hbar2_m0)) ** 1.5   # six valleys, nm^-3
xi = kT * np.log(Nc / N)                      # band edge above Fermi level


def depletion(V):
    """Effective band bending, surface field and width at forward bias V."""
    Vd = Phi0 - xi - V - kT
    F = np.sqrt(2 * N * Vd / eps)
    return Vd, F, eps * F / N


def trough_barrier(F, q, D):
    """Derived formula: depth of the pass and its height relative to Phi0."""
    if q * D <= F:
        return 0.0, -D
    log_ratio = np.log(q * D / F)
    return log_ratio / q, -(F / q) * (1 + log_ratio)


def lowest_pass(U):
    """Lowest energy at which first row (metal) and last row (bulk) connect."""
    lo, hi = U.min() - 1e-9, U.max()
    for _ in range(32):
        mid = 0.5 * (lo + hi)
        regions, _count = label(U <= mid)
        if (set(regions[0]) & set(regions[-1])) - {0}:
            hi = mid
        else:
            lo = mid
    return hi


def trough_top(F, D, W=np.inf, image=False):
    """Numerical maximum along the trough with optional neglected terms."""
    def energy(z):
        u = Phi0 - F * z + F * z**2 / (2 * W) - D * np.exp(-q * z)
        return u - (coulomb / (4 * z) if image else 0.0)
    r = minimize_scalar(lambda z: -energy(z), bounds=(0.2, 60),
                        method="bounded", options={"xatol": 1e-9})
    return r.x, -r.fun


def solve_poisson(period, Vd, W, nx=60, nz=240):
    """Finite-difference band edge with uniform donor charge, periodic in x."""
    hx, hz = period / nx, W / nz
    x = np.arange(nx) * hx
    top = Phi0 + D * np.cos(2 * np.pi * x / period)
    bottom = np.full(nx, Phi0 - Vd)
    Dx = sparse.diags([1, -2, 1], [-1, 0, 1], shape=(nx, nx)).tolil()
    Dx[0, nx - 1] = Dx[nx - 1, 0] = 1
    Dz = sparse.diags([1, -2, 1], [-1, 0, 1], shape=(nz - 1, nz - 1))
    A = (sparse.kron(Dz / hz**2, sparse.identity(nx))
         + sparse.kron(sparse.identity(nz - 1), Dx.tocsr() / hx**2))
    b = np.full((nz - 1, nx), N / eps)
    b[0] -= top / hz**2
    b[-1] -= bottom / hz**2
    inner = spsolve(A.tocsc(), b.ravel()).reshape(nz - 1, nx)
    return x, np.arange(nz + 1) * hz, np.vstack([top, inner, bottom])


Vd, F, W = depletion(0.0)
z_s, drop = trough_barrier(F, q, D)
Phi_s = Phi0 + drop

# ---------- test: pass by connectivity, both sides of the threshold ----------
xs = np.linspace(0, 2 * np.pi, 401)
zs = np.linspace(0, 6, 601)[:, None]
scan = []
for ratio in (0.5, 0.9, 1.2, 3.0, 8.0):       # ratio = q D / F, with q = F = 1
    found = lowest_pass(-zs + ratio * np.cos(xs) * np.exp(-zs))
    formula = trough_barrier(1.0, 1.0, ratio)[1]
    assert abs(found - formula) < 1e-4        # grid spacing 0.01
    scan.append((ratio, found, formula))

# ---------- test: full Poisson solution, pinched and open trough ----------
x, z, U = solve_poisson(period, Vd, W)
row = int(round(z_s / z[1]))
harmonic = 2 * np.mean(U[row] * np.cos(q * x)) / D
decay = np.exp(-q * z[row])
assert abs(harmonic / decay - 1) < 5e-3       # second-order grid error
pass_poisson = lowest_pass(U)
z_curved, Phi_curved = trough_top(F, D, W)
assert abs(pass_poisson - Phi_curved) < 3e-4  # grid error of order 0.1 meV
assert abs(Phi_curved - Phi_s - F * z_s**2 / (2 * W)) < 2e-4
long_period = 240.0
assert 2 * np.pi / long_period * D < F
pass_long = lowest_pass(solve_poisson(long_period, Vd, W)[2])
assert abs(pass_long - (Phi0 - D)) < 1e-6

# ---------- test: saddle curvatures and bias slope ----------
def band(x, z):
    return Phi0 - F * z + D * np.cos(q * x) * np.exp(-q * z)


h, xt = 0.05, period / 2
Uxx = (band(xt + h, z_s) - 2 * band(xt, z_s) + band(xt - h, z_s)) / h**2
Uzz = (band(xt, z_s + h) - 2 * band(xt, z_s) + band(xt, z_s - h)) / h**2
assert abs(Uxx / (q * F) - 1) < 1e-4 and abs(Uzz / (q * F) + 1) < 1e-4
dV = 1e-4
slope = (trough_barrier(depletion(dV)[1], q, D)[1]
         - trough_barrier(depletion(-dV)[1], q, D)[1]) / (2 * dV)
assert abs(slope / (z_s / W) - 1) < 1e-5

# ---------- random donors: variance integral for unit depth ----------
t = np.linspace(-14, 14, 1001)
rho = np.exp(t)[None, :]


def half_space_part(log_s, sign):
    s = np.exp(log_s)[:, None]                # distance from the unit depth
    zd = 1 + sign * s
    g = 1 / np.hypot(rho, s) - 1 / np.hypot(rho, zd + 1)
    inner = np.trapezoid(2 * np.pi * rho**2 * g**2, t, axis=1) \
        if hasattr(np, "trapezoid") else np.trapz(2 * np.pi * rho**2 * g**2, t, axis=1)
    f = inner * s[:, 0]
    return np.sum(0.5 * (f[1:] + f[:-1]) * np.diff(log_s))


integral = (half_space_part(np.linspace(-14, 0, 701), -1)
            + half_space_part(np.linspace(-14, 12, 1001), 1))
assert abs(integral / (4 * np.pi) - 1) < 2e-3  # cut-offs and trapezoid error
donor_rms = coulomb * np.sqrt(4 * np.pi * N * z_s)

# ---------- quantum motion at the saddle ----------
def quantum_factor(mx, mz):
    """Rate relative to classical: barrier transmission times level sum."""
    ax = np.sqrt(hbar2_m0 * q * F / mx) / kT
    az = np.sqrt(hbar2_m0 * q * F / mz) / kT
    def flux(u):
        return np.exp(-u) * expit(2 * np.pi * u / az)
    tunnel = quad(flux, -20, 0, limit=200, points=[-1])[0] \
        + quad(flux, 0, 50, limit=200, points=[1])[0]
    levels = ax * np.sum(np.exp(-ax * (np.arange(2000) + 0.5)))
    leading = 1 + (az**2 - ax**2) / 24
    assert abs(tunnel * levels - leading) < 2e-4   # next order is quartic
    return tunnel * levels, tunnel


factor_equal, tunnel_light = quantum_factor(m_t, m_t)
factor_up, _ = quantum_factor(m_l, m_t)
factor_down, _ = quantum_factor(m_t, m_l)
hw = np.sqrt(hbar2_m0 * q * F / m_t)
T_cross = hw / (2 * np.pi) * const.e / const.k

# ---------- image force, threshold bias, holes ----------
z_image, Phi_image = trough_top(F, D, image=True)
z_both, Phi_both = trough_top(F, D, W, image=True)
mean_image = Phi0 - trough_top(F, 0.0, image=True)[1]
F_c = q * D
V_open = Phi0 - xi - kT - eps * F_c**2 / (2 * N)
z_c_image, Phi_c_image = trough_top(F_c, D, image=True)
holes = Nv_cm3 * np.exp(-(gap - Phi0 - D) / kT)

# ---------- output ----------
print(f"mean barrier {Phi0:.2f} eV, amplitude {D:.2f} eV, period {period:.0f} nm")
print(f"donors {donors_cm3:.1e} cm^-3, T {T:.0f} K, eps_r {eps_r}")
print(f"masses m_t {m_t}, m_l {m_l} (free-electron masses)")
print(f"kT = {kT*1e3:.2f} meV; band edge above Fermi level = {xi:.4f} eV")
print(f"band bending less kT/e = {Vd:.4f} V")
print(f"q = {q:.5f} nm^-1; depletion width W = {W:.1f} nm; qW = {q*W:.1f}")
print(f"surface field F = {F*1e3:.3f} meV/nm = {F*10:.4f} MV/cm")
print(f"threshold field q*D = {F_c*1e3:.3f} meV/nm = {F_c*10:.4f} MV/cm")
print(f"ratio q*D/F = {F_c/F:.3f}; its logarithm = {np.log(F_c/F):.4f}")
print(f"longest pinched-off period = {2*np.pi*D/F:.1f} nm")
print(f"F/q = {F/q*1e3:.2f} meV; saddle depth = {z_s:.2f} nm")
print(f"saddle barrier = {Phi_s:.4f} eV; interface minimum = {Phi0-D:.4f} eV")
print(f"saddle above interface minimum = {(Phi_s-Phi0+D)*1e3:.1f} meV")
print(f"saddle below mean barrier = {(Phi0-Phi_s)*1e3:.1f} meV")
print(f"saddle curvature q*F = {q*F*1e3:.4f} meV/nm^2")
print(f"finite differences: Uxx {Uxx*1e3:.4f}, Uzz {Uzz*1e3:.4f} meV/nm^2")
print(f"bias slope dPhi_s/dV = {slope:.4f} eV/V; z_s/W = {z_s/W:.4f}")
print("connectivity test, (pass - Phi0) in units F/q:")
for ratio, found, formula in scan:
    print(f"  qD/F {ratio:.1f}: found {found:.4f}, formula {formula:.4f}")
print(f"Poisson grid: harmonic {harmonic:.4f}, exp(-qz) {decay:.4f}, z {z[row]:.2f} nm")
print(f"Poisson grid pass = {pass_poisson:.4f} eV")
print(f"Poisson pass, period {long_period:.0f} nm (open) = {pass_long:.4f} eV")
print("forward bias V; F MV/cm; W nm; saddle depth nm; trough barrier eV:")
for V in (0.2, 0.0, -1.0, -2.0, -5.0):
    _, Fv, Wv = depletion(V)
    zv, dv = trough_barrier(Fv, q, D)
    print(f"  {V:5.1f}  {Fv*10:.4f}  {Wv:.1f}  {zv:.2f}  {Phi0+dv:.4f}")
print(f"reverse bias that opens the trough = {-V_open:.2f} V")
print("neglected effects:")
print(f"  mean-field curvature: {(Phi_curved-Phi_s)*1e3:+.2f} meV")
print(f"  image force at saddle: {(Phi_image-Phi_s)*1e3:+.2f} meV, top at {z_image:.2f} nm")
print(f"  both together: barrier {Phi_both:.4f} eV, top at {z_both:.2f} nm")
print(f"  image lowering of a uniform contact at F: {mean_image*1e3:.1f} meV")
print(f"  at threshold field: image {(Phi_c_image-Phi0+D)*1e3:+.1f} meV, top {z_c_image:.2f} nm")
print(f"  random donors: rms {donor_rms*1e3:.1f} meV; mean spacing {N**(-1/3):.1f} nm")
print(f"  donor integral/(4 pi) = {integral/(4*np.pi):.4f}")
print(f"  saddle quantum hbar*omega (m_t) = {hw*1e3:.2f} meV")
print(f"  tunnelling factor alone (m_t) = {tunnel_light:.5f}")
print(f"  with transverse levels, equal masses = {factor_equal:.5f}")
print(f"  heavy across, light along = {factor_up:.5f}; reverse = {factor_down:.5f}")
print(f"  largest barrier shift from these = {kT*abs(np.log([factor_up, factor_down])).max()*1e3:.2f} meV")
print(f"  tunnelling crossover temperature (m_t) = {T_cross:.1f} K")
print(f"  holes under ridges / donors = {holes/donors_cm3:.1e}")
print(f"  peak ridge field, zero bias = {(F+F_c)*10:.3f} MV/cm")
print(f"  peak ridge field at opening bias = {2*F_c*10:.3f} MV/cm")
print(f"  rough breakdown field = {breakdown_MVcm} MV/cm")
print("tests ok")
```

Output:

```
mean barrier 0.65 eV, amplitude 0.10 eV, period 60 nm
donors 1.0e+16 cm^-3, T 300 K, eps_r 11.7
masses m_t 0.19, m_l 0.98 (free-electron masses)
kT = 25.85 meV; band edge above Fermi level = 0.2055 eV
band bending less kT/e = 0.4187 V
q = 0.10472 nm^-1; depletion width W = 232.7 nm; qW = 24.4
surface field F = 3.599 meV/nm = 0.0360 MV/cm
threshold field q*D = 10.472 meV/nm = 0.1047 MV/cm
ratio q*D/F = 2.910; its logarithm = 1.0682
longest pinched-off period = 174.6 nm
F/q = 34.36 meV; saddle depth = 10.20 nm
saddle barrier = 0.5789 eV; interface minimum = 0.5500 eV
saddle above interface minimum = 28.9 meV
saddle below mean barrier = 71.1 meV
saddle curvature q*F = 0.3768 meV/nm^2
finite differences: Uxx 0.3768, Uzz -0.3768 meV/nm^2
bias slope dPhi_s/dV = 0.0438 eV/V; z_s/W = 0.0438
connectivity test, (pass - Phi0) in units F/q:
  qD/F 0.5: found -0.5000, formula -0.5000
  qD/F 0.9: found -0.9000, formula -0.9000
  qD/F 1.2: found -1.1823, formula -1.1823
  qD/F 3.0: found -2.0986, formula -2.0986
  qD/F 8.0: found -3.0794, formula -3.0794
Poisson grid: harmonic 0.3277, exp(-qz) 0.3273, z 10.66 nm
Poisson grid pass = 0.5797 eV
Poisson pass, period 240 nm (open) = 0.5500 eV
forward bias V; F MV/cm; W nm; saddle depth nm; trough barrier eV:
    0.2  0.0260  168.2  13.30  0.5906
    0.0  0.0360  232.7  10.20  0.5789
   -1.0  0.0662  428.3  4.37  0.5578
   -2.0  0.0865  559.3  1.83  0.5516
   -5.0  0.1295  837.1  0.00  0.5500
reverse bias that opens the trough = 3.13 V
neglected effects:
  mean-field curvature: +0.84 meV
  image force at saddle: -2.91 meV, top at 10.91 nm
  both together: barrier 0.5770 eV, top at 11.37 nm
  image lowering of a uniform contact at F: 21.0 meV
  at threshold field: image -14.7 meV, top 3.21 nm
  random donors: rms 4.4 meV; mean spacing 46.4 nm
  donor integral/(4 pi) = 1.0000
  saddle quantum hbar*omega (m_t) = 12.29 meV
  tunnelling factor alone (m_t) = 1.00948
  with transverse levels, equal masses = 1.00004
  heavy across, light along = 1.00764; reverse = 0.99245
  largest barrier shift from these = 0.20 meV
  tunnelling crossover temperature (m_t) = 22.7 K
  holes under ridges / donors = 1.6e-03
  peak ridge field, zero bias = 0.141 MV/cm
  peak ridge field at opening bias = 0.209 MV/cm
  rough breakdown field = 0.3 MV/cm
tests ok
```
